# Wavelength of least loss in a silica fibre

**Question**

Near-infrared light in a silica fibre is weakened mainly by Rayleigh scattering, which dominates at the shorter wavelengths of this range, and by the vibrational absorption of the glass, which dominates at the longer ones. Describe the loss by

\[
\alpha(L)=R(L)+I(L),\qquad R=\frac{A}{L^4},\qquad I=B\,e^{-C/L},
\]

where \(L\) is the vacuum wavelength in micrometres and \(\alpha\) is in dB/km. The coefficients are \(A=0.8\) dB/km µm\(^4\), \(B=7.81\times10^{11}\) dB/km and \(C=48.48\) µm. Until part (g), all other losses are neglected.

## (a) Adding losses

**Two independent processes remove power at rates \(k_1\) and \(k_2\) per kilometre. Show that their losses in dB/km add. Does the wavelength of least loss depend on whether \(\alpha\) is plotted against wavelength or photon energy?**

**Answer.** In a short length \(dz\), each process removes a fraction of the power present, so

\[
\frac{dP}{dz}=-(k_1+k_2)P,\qquad P(z)=P_0e^{-(k_1+k_2)z}.
\]

The loss in dB/km is defined as ten times the decimal logarithm of the power ratio, divided by the length:

\[
\alpha=\frac{10}{z}\log_{10}\frac{P_0}{P(z)}=\frac{10}{\ln 10}(k_1+k_2).
\]

This is linear in the rates, so the two losses add. The argument assumes that the rates do not depend on power, which excludes nonlinear scattering.

The photon energy is \(E=hc/L\), so \(dL/dE=-L^2/(hc)\), and

\[
\frac{d\alpha}{dE}=-\frac{L^2}{hc}\,\frac{d\alpha}{dL}.
\]

The prefactor is never zero for \(L>0\), so both derivatives vanish at the same point. The loss belongs to a given wavelength; it is not a density per unit wavelength, and no Jacobian multiplies \(\alpha\) itself. The choice of axis does not move the minimum.

## (b) One minimum

**Show that \(\alpha(L)\) has one stationary point for \(L>0\), and that it is the global minimum.**

**Answer.** Since \(d(-C/L)/dL=+C/L^2\), the derivative is

\[
\alpha'(L)=-\frac{4A}{L^5}+\frac{BC}{L^2}e^{-C/L}.
\]

Take out the factor \(4A/L^5\), which is positive:

\[
\alpha'(L)=\frac{4A}{L^5}\left[\frac{BC L^3}{4A}e^{-C/L}-1\right].
\]

Now set \(x=C/L\), so that \(L^3=C^3/x^3\). The bracket becomes

\[
\frac{K}{x^3e^x}-1,\qquad K=\frac{BC^4}{4A}.
\]

Both \(x\) and \(K\) are dimensionless. The function \(x^3e^x\) has derivative \(x^2(x+3)e^x>0\), and it runs from zero to infinity as \(x\) does. It therefore equals \(K\) at one value of \(x\), which fixes the stationary point:

\[
x^3e^x=K.
\]

As \(L\) increases, \(x\) decreases and the bracket rises from \(-1\) through zero to large positive values. The loss falls before the stationary point and rises after it, so the point is the global minimum of the model.

The word "global" refers to the formula. At very long wavelengths the formula tends to the constant \(B\), which has no physical meaning, because the exponential describes only the near-infrared edge of the absorption.

## (c) Position of the minimum

**Solve the condition in closed form, using the Lambert function defined by \(W(q)e^{W(q)}=q\). Then obtain the number by an iteration that can be done on a pocket calculator.**

**Answer.** Take the cube root of the condition and divide by three:

\[
\frac{x}{3}\,e^{x/3}=q,\qquad q=\frac{K^{1/3}}{3}.
\]

This is the defining equation of \(W\) with \(W=x/3\). Since \(q>0\), the real solution is on the principal branch, and

\[
L_{\min}=\frac{C}{3W(q)}.
\]

The given coefficients yield

\[
K=\frac{(7.81\times10^{11})(48.48)^4}{4(0.8)}=1.348\times10^{18},\qquad \ln K=41.7453.
\]

For the iteration, take the logarithm of \(x^3e^x=K\) and isolate the term linear in \(x\):

\[
x_{n+1}=\ln K-3\ln x_n.
\]

If \(x_n\) differs from the solution \(x\) by a small error \(\epsilon\), then \(\ln x_n\approx\ln x+\epsilon/x\), and the next error is \(-3\epsilon/x\). For \(x\) near 31, each step reduces the error about tenfold and reverses its sign. Starting from 30, the sequence is

\[
30,\quad 31.5417,\quad 31.3914,\quad 31.4057,\quad 31.4043.
\]

It settles at \(x=31.4044\), so

\[
L_{\min}=\frac{48.48}{31.4044}=1.5437\ \text{µm}.
\]

The corresponding photon energy is 0.803 eV. The fourth decimal of \(L_{\min}\) is kept so that shifts of a few nanometres can be followed below; part (g) shows how many digits have physical meaning.

## (d) The minimum and the equal-loss crossover

**Find the two losses at the minimum. Is this the wavelength at which they are equal? If not, find that wavelength and explain the separation.**

**Answer.** Multiply \(\alpha'=0\) by \(L\). The first term becomes \(-4R\) and the second \((C/L)I\), so

\[
4R=xI,\qquad \frac{I}{R}=\frac4x=\frac{4L_{\min}}{C}=0.127.
\]

The losses are therefore unequal at the minimum:

\[
R=\frac{0.8}{(1.5437)^4}=0.1409,\qquad I=0.127R=0.0179\ \text{dB/km},
\]

\[
\alpha_{\min}=R\left(1+\frac4x\right)=0.1588\ \text{dB/km}.
\]

What balances at the minimum is the pair of slopes. A 0.1% increase of wavelength lowers \(R\) by about 0.4% but raises \(I\) by about 3%. A small infrared loss is enough to cancel the fall of a much larger Rayleigh loss.

The equal-loss crossover satisfies \(A/L^4=Be^{-C/L}\). With \(L=C/x_c\), this is

\[
\frac{Ax_c^4}{C^4}=Be^{-x_c},\qquad x_c^4e^{x_c}=\frac{BC^4}{A}=4K.
\]

Take the fourth root and divide by four to reach the Lambert form again:

\[
x_c=4W(r),\qquad r=\frac{(4K)^{1/4}}4,\qquad L_c=\frac C{x_c}=1.639\ \text{µm}.
\]

Each loss is then 0.111 dB/km and the total is 0.222 dB/km, about 40% above the minimum.

The crossover lies at the longer wavelength because the ratio \(\rho=I/R\) grows with \(L\):

\[
\frac{d\ln\rho}{dL}=\frac4L+\frac C{L^2}=\frac{4+x}{L}>0.
\]

It must rise from \(4/x\) at the minimum to 1 at the crossover. Holding its logarithmic slope at the value found at the minimum gives the estimate

\[
L_c-L_{\min}\approx L_{\min}\frac{\ln(x/4)}{x+4}
=1.5437\times\frac{2.061}{35.40}=0.090\ \text{µm}.
\]

The full separation is 0.095 µm. The estimate is low because the slope \(4/L+C/L^2\) decreases on the way, so a longer distance is needed.

Two limits show what controls the result. For a very steep edge, \(x\gg4\), the fractional separation \(\ln(x/4)/(x+4)\) tends to zero, although the ratio of losses at the minimum also tends to zero and not to one. The separation in micrometres need not shrink: if \(C\) alone is increased, both wavelengths grow, and so does the distance between them. For a very weak edge, \(K\ll1\), the exponential factors in both conditions are close to one, and \(x\approx K^{1/3}\) while \(x_c\approx(4K)^{1/4}\). Then \(x_c>x\), and the crossover lies on the short-wavelength side. The order changes at \(x=4\), where the points coincide. The weak-edge limit belongs to the mathematics of the formula and not to silica.

## (e) How flat is the minimum?

**Find \(\alpha''\) at the minimum and estimate the range in which the loss is within 1% of its least value. Compare 100 km of fibre at the minimum, at 1.55 µm and at 1.31 µm.**

**Answer.** Differentiate each term of \(\alpha'\):

\[
\alpha''=\frac{20A}{L^6}+Be^{-C/L}\left(\frac{C^2}{L^4}-\frac{2C}{L^3}\right).
\]

At the minimum, \(\alpha'=0\) gives \(Be^{-C/L}=4A/(CL^3)\). Substitution yields

\[
\alpha''=\frac{20A}{L^6}+\frac{4AC}{L^7}-\frac{8A}{L^6}
=\frac{4A}{L^6}(3+x).
\]

This is positive, as a minimum requires. Its value is

\[
\alpha''=\frac{3.2}{(1.5437)^6}(34.40)=8.13\ \text{dB/km/µm}^2.
\]

Near the minimum, \(\alpha\approx\alpha_{\min}+\tfrac12\alpha''\delta^2\). Setting the rise equal to \(0.01\,\alpha_{\min}\) gives

\[
\delta=\sqrt{\frac{2(0.01)(0.1588)}{8.13}}=0.020\ \text{µm}.
\]

Solving for the two edges numerically with the full formula gives 1.523 and 1.563 µm, which lie 21 nm below and 19 nm above the minimum. The asymmetry follows from the third derivative. Differentiating once more and using \(I=4R/x\) gives

\[
\alpha'''=\frac{4R}{L^3}\left(x^2-6x-24\right),
\]

which is positive for \(x=31.4\). The loss therefore rises faster on the long-wavelength side.

The losses over 100 km, with the fibre unchanged, are:

| Wavelength (µm) | Loss (dB/km) | Over 100 km (dB) |
|---|---:|---:|
| 1.31 | 0.2717 | 27.17 |
| 1.5437 | 0.1588 | 15.88 |
| 1.55 | 0.1590 | 15.90 |

At the minimum, a fraction \(10^{-1.588}=0.026\) of the power remains. Moving to 1.55 µm costs less than 0.02 dB, whereas moving to 1.31 µm costs about 11 dB. For a link limited by attenuation alone, there is little to gain from tuning the source within the 1% window. Dispersion, amplifier gain and the available lasers can then decide the wavelength.

## (f) Sensitivity to the coefficients

**How does the minimum move when each coefficient changes by a small fraction? What happens if different core glass changes \(A\) to 0.7 or 0.9 dB/km µm\(^4\), with \(B\) and \(C\) fixed?**

**Answer.** Take the logarithm of \(x^3e^x=K\) and then its differential. Because \(dx=x\,d\ln x\),

\[
(3+x)\,d\ln x=d\ln K=d\ln B+4\,d\ln C-d\ln A.
\]

Since \(L_{\min}=C/x\), we have \(d\ln L_{\min}=d\ln C-d\ln x\), and hence

\[
d\ln L_{\min}=\frac{d\ln A-d\ln B}{x+3}+\frac{x-1}{x+3}\,d\ln C.
\]

The factors are \(+0.029\) for \(A\), \(-0.029\) for \(B\) and \(+0.884\) for \(C\). More scattering favours a longer wavelength, and stronger infrared absorption a shorter one. A 1% change of \(A\) moves the minimum by only 0.45 nm, but a 1% change of \(C\) at fixed \(B\) moves it by about 14 nm. This large shift arises because, at fixed \(B\), a 1% increase of \(C\) lowers \(I\) at 1.55 µm by 27%. In practice \(B\) and \(C\) are fitted together to a measured edge. If \(B\) is readjusted so that \(I\) at 1.7 µm is unchanged, the same 1% change of \(C\) moves the minimum by less than 1 nm. What must be known well is the size of the infrared loss near the minimum.

The change of the least loss with \(A\) is simpler still. The minimum moves, but \(\alpha'=0\) there, so to first order this movement does not affect the loss. What remains is the explicit dependence on \(A\):

\[
\frac{d\alpha_{\min}}{dA}=\frac1{L_{\min}^4}=0.176\ \text{µm}^{-4}.
\]

A change of 0.1 in \(A\) should thus change the loss by 0.0176 dB/km. Numerical minimisation of the full formula gives 1.538 µm and 0.141 dB/km for \(A=0.7\), and 1.549 µm and 0.176 dB/km for \(A=0.9\). The loss changes by about 11% either way, but the wavelength by less than 0.4%.

## (g) What the two-term model leaves out

**Derive the shift of the minimum caused by a small extra loss \(g(L)\). Apply it to the following rough inputs, with \(L\) in µm and \(g\) in dB/km, and decide how precisely the minimum is known.**

- **Imperfections:** \(g=0.02\), independent of wavelength.
- **Hydroxyl (OH) absorption:** a Lorentzian of height 0.3, centre 1.383 µm and half-width at half-maximum 0.015 µm.
- **Ultraviolet tail:** \(g=0.01\exp[4.6(1/L-1/1.55)]\).
- **Bending in a laid cable:** \(g=0.002\exp[(L-1.55)/0.05]\).
- **Warming from 293 to 343 K:** \(I\) scales as \((N+1)^n-N^n\), where \(N\) is the Bose occupation of a 0.136 eV phonon and \(n\) is the photon energy divided by the phonon energy. The given \(B\) and \(C\) hold at 293 K.

**Answer.** The new minimum, at \(L_{\min}+\delta\), satisfies \(\alpha'+g'=0\). Because \(\alpha'(L_{\min})=0\), expansion to first order gives

\[
\alpha''\delta+g'(L_{\min})=0,\qquad
\delta=-\frac{g'(L_{\min})}{\alpha''}.
\]

The slope of the extra loss moves the minimum, while its value raises the floor. A constant loss causes no shift.

For the hydroxyl peak, let \(u=(1.5437-1.383)/0.015=10.7\). Then

\[
g=\frac{0.3}{1+u^2}=0.0026,\qquad
g'=-\frac{2u\,g}{0.015(1+u^2)}=-0.032,
\]

and \(\delta=0.032/8.13=0.0039\) µm, or 3.9 nm towards longer wavelength. For warming, \(n=5.91\) at the minimum; the first term of the scaling law represents absorption of a photon with creation of \(n\) phonons, and the second the reverse process, in which \(n\) phonons are destroyed and a photon is emitted. The table compares the linear shifts with those found by numerical minimisation of \(\alpha+g\).

| Effect | Added loss (dB/km) | Linear shift (nm) | Full shift (nm) |
|---|---:|---:|---:|
| Imperfections | 0.0200 | 0.0 | 0.0 |
| OH tail | 0.0026 | +3.9 | +3.6 |
| UV tail | 0.0101 | +2.4 | +2.3 |
| Bending | 0.0018 | −4.3 | −4.1 |
| Warming | 0.0006 | −1.4 | −1.4 |

Bending adds less than a tenth of the imperfection loss, yet it causes the largest shift, because it varies so rapidly with wavelength.

With all five effects present, numerical minimisation gives 1.544 µm and 0.194 dB/km. The net shift is only 0.5 nm, but this is a cancellation that depends on the chosen inputs: the sizes of the separate shifts add up to 11.5 nm. A straighter cable or a drier glass would upset the balance. Together with the spread found in part (f) for the two other values of \(A\), this supports a minimum near 1.54 µm, uncertain by roughly 10 nm if \(B\) and \(C\) are taken as given. An error in the infrared term would add to this: if \(I\) at 1.55 µm were 0.014 or 0.010 dB/km instead of 0.020, with the same \(A\) and \(C\), the two-term minimum would lie at 1.561 or 1.576 µm. The value 1.54 µm therefore belongs to the given coefficients and not to silica fibre in general. A third decimal in the wavelength therefore has no physical meaning here.

The coefficients are of the kind used for low-loss telecommunication fibre, whose loss near 1.55 µm is roughly 0.2 dB/km. The two-term value of 0.159 dB/km is lower. One possible reason is a larger Rayleigh coefficient, as in germanium-doped cores: with \(A=1.0\) dB/km µm\(^4\) the two-term formula alone gives 0.194 dB/km at 1.55 µm. The loss at this one wavelength cannot separate that reason from a second one, namely that the two-term model omits other losses: the rough inputs above raise the floor by 0.035 dB/km, or 22%, and more than half of this comes from imperfections. The hydroxyl height of 0.3 dB/km is high for a modern low-water fibre, and a Lorentzian may overstate the absorption so far from its centre. The warming estimate omits the softening of the phonons, which would also move the absorption edge. If \(A\), \(B\) and \(C\) were fitted to the total measured loss, they would already contain part of these effects, and adding them again would count that part twice.
